\section*{Kirkwood correlation factor of a long classical dipole chain}

\section{The error made by independent dipoles}

Take dipoles of moment $\mu=2$ D at $T=300$ K and let each turn freely, without regard to its neighbours. Their orientational polarizability is then $32.19$ \AA$^3$ per dipole. Now join them into a long chain in which neighbours prefer to be parallel, with a coupling energy of $0.05$ eV. The polarizability per dipole becomes $103.53$ \AA$^3$. The independent-dipole value is too small by 69\% of the correct value for this model, although no individual moment has changed.

What has changed is the fluctuation of the total moment. For $N$ dipoles $\mu\mathbf s_i$, with $|\mathbf s_i|=1$, define
\begin{equation}
\mathbf M=\sum_{i=1}^{N}\mathbf s_i,\qquad
g_N=\frac{\langle|\mathbf M|^2\rangle}{N}.
\label{eq:def}
\end{equation}
The average is taken in zero field. Independent dipoles have $g_N=1$, because $\langle\mathbf s_i\cdot\mathbf s_j\rangle=0$ for $i\neq j$. The task is to find $g_N$ for the coupled chain, and its limit $g$ for large $N$.

The model is an open chain with energy
\begin{equation}
U=-K\sum_{i=1}^{N-1}\mathbf s_i\cdot\mathbf s_{i+1},
\qquad \kappa=\frac{K}{k_BT}.
\label{eq:model}
\end{equation}
Here $K$ is an energy and $\kappa$ a pure number. Each bond carries the Boltzmann weight $e^{\kappa\cos\theta}$, where $\theta$ is the angle between neighbouring dipoles. Positive $K$ favours parallel neighbours. The coupling is isotropic: it depends on this angle and not on the direction of the chain in space. It is a model coupling and not the electrostatic interaction of the dipoles, which is anisotropic and is left out of Eq.~\eqref{eq:model}. For $\mu=2$ D the scale of that interaction, $\mu^2/a^3$, is $0.039$ eV at a spacing $a=4$ \AA, comparable with $K$, so the numbers of the example describe the model and not a chain of real molecules.

\section{Two dipoles}

\subsection{The orientational measure}

Let each dipole be a classical linear rotor with moment of inertia $I$. Its kinetic energy is $p_\theta^2/2I+p_\phi^2/(2I\sin^2\theta)$, with $\theta,\phi$ for the moment its polar angles in space. The momentum integral is a product of two Gaussians:
\begin{equation}
\begin{aligned}
&\int dp_\theta\,e^{-p_\theta^2/2Ik_BT}
\int dp_\phi\,e^{-p_\phi^2/(2Ik_BT\sin^2\theta)}\\
&\quad=\sqrt{2\pi Ik_BT}\;\sqrt{2\pi Ik_BT}\,\sin\theta
=2\pi Ik_BT\sin\theta .
\end{aligned}
\end{equation}
The constant cancels from every average. What remains is $\sin\theta\,d\theta\,d\phi=d\Omega$, so all directions on the sphere have equal weight before the coupling is included. Neither $\hbar$ nor the mass of the rotor enters this classical result. It applies when $k_BT$ is large compared with the rotational constant $\hbar^2/2I$ and, for coupled dipoles, with the librational quantum, which is of order $\hbar\sqrt{|K|/I}$.

\subsection{One bond}

Hold $\mathbf s$ fixed, use it as the polar axis for its neighbour $\mathbf s'$, and put $x=\cos\theta=\mathbf s\cdot\mathbf s'$. The normalization of one bond is
\begin{equation}
z(\kappa)=\int d\Omega'\,e^{\kappa\mathbf s\cdot\mathbf s'}
=2\pi\int_{-1}^{1}e^{\kappa x}\,dx
=2\pi\,\frac{e^{\kappa}-e^{-\kappa}}{\kappa}
=\frac{4\pi\sinh\kappa}{\kappa}.
\label{eq:z}
\end{equation}
It does not depend on the direction of $\mathbf s$. Differentiating the integral with respect to $\kappa$ brings down a factor $x$, so the mean cosine is
\begin{equation}
u\equiv\langle x\rangle=\frac{1}{z}\frac{dz}{d\kappa}
=\frac{d}{d\kappa}\left(\ln\sinh\kappa-\ln\kappa\right)
=\coth\kappa-\frac1\kappa .
\label{eq:u}
\end{equation}
This is the Langevin function, $u=L(\kappa)$. The same function gives the mean cosine of a free dipole in an external field; here the neighbour plays the part of the field.

For two dipoles,
\begin{equation}
g_2=\frac{\langle|\mathbf s_1+\mathbf s_2|^2\rangle}{2}
=\frac{1+1+2u}{2}=1+u .
\label{eq:g2}
\end{equation}

\subsection{Limits of the bond}

For small $\kappa$,
\begin{equation}
\coth\kappa=\frac{1+\kappa^2/2+\dots}{\kappa(1+\kappa^2/6+\dots)}
=\frac1\kappa+\frac{\kappa}{3}+\dots,
\end{equation}
so $u\simeq\kappa/3$: weakly coupled dipoles are nearly independent and $g_2\to1$. For large positive $\kappa$, $\coth\kappa\to1$ up to exponentially small terms, so $u\simeq1-1/\kappa$ and $g_2\to2$, as for two rigidly parallel dipoles. At any finite $\kappa$ we have $|u|<1$, because $u$ averages a cosine over a positive weight spread over the whole interval from $-1$ to $1$.

\section{Three dipoles, then any distance}

With three dipoles a new quantity appears, $\langle\mathbf s_1\cdot\mathbf s_3\rangle$. There is no direct coupling between these two, so their correlation has to pass through $\mathbf s_2$. To follow it we need the mean vector of a dipole whose neighbour is fixed, and not just the mean cosine.

Write
\begin{equation}
\mathbf s'=\cos\theta\,\mathbf s
+\sin\theta\,(\cos\phi\,\mathbf e_1+\sin\phi\,\mathbf e_2),
\end{equation}
where $\mathbf e_1,\mathbf e_2$ are unit vectors perpendicular to $\mathbf s$ and to each other. The bond weight does not contain $\phi$, so the transverse terms integrate to zero. Therefore
\begin{equation}
\frac1z\int d\Omega'\,\mathbf s'\,e^{\kappa\mathbf s\cdot\mathbf s'}
=u\,\mathbf s .
\label{eq:vector}
\end{equation}
The average neighbour points along $\mathbf s$, shortened by the factor $u$.

Apply this to $\mathbf s_3$ with $\mathbf s_2$ fixed, and then average over the other two:
\begin{equation}
\langle\mathbf s_1\cdot\mathbf s_3\rangle
=\langle\mathbf s_1\cdot(u\mathbf s_2)\rangle
=u\,\langle\mathbf s_1\cdot\mathbf s_2\rangle=u^2 .
\end{equation}

In a chain of $N$ dipoles, consider $\mathbf s_i$ and $\mathbf s_{i+r}$. The dipoles beyond $i+r$ do not appear in the quantity being averaged. Integrate them out from the free end inward. By Eq.~\eqref{eq:z} each gives the same constant $z$, whatever the direction of its remaining neighbour, and this constant cancels against the normalization. The dipoles before $i$ are removed in the same way from the other end. The dipole $i+r$ is now a free end, and Eq.~\eqref{eq:vector} replaces it by $u\,\mathbf s_{i+r-1}$:
\begin{equation}
\langle\mathbf s_i\cdot\mathbf s_{i+r}\rangle
=u\,\langle\mathbf s_i\cdot\mathbf s_{i+r-1}\rangle
=\dots=u^r\langle\mathbf s_i\cdot\mathbf s_i\rangle=u^r .
\label{eq:decay}
\end{equation}
The result is the same near an end of the chain as in its interior. For $u>0$ it can be written $e^{-r/\xi}$, with the correlation length $\xi=-1/\ln u$ measured in sites.

In the example,
\begin{equation}
\kappa=\frac{8.0109\times10^{-14}\ \mathrm{erg}}
{4.1419\times10^{-14}\ \mathrm{erg}}=1.9341,\qquad u=0.5256,
\end{equation}
and $\xi=1.555$ sites. Numerical integration over all orientations, carried out site by site without using Eq.~\eqref{eq:decay}, gives correlations $0.5256$, $0.2763$, $0.1452$ and $0.0401$ at distances 1, 2, 3 and 5. These agree with $u^r$.

\section{From pairs to the whole chain}

\subsection{The finite sum}

Expanding the square in Eq.~\eqref{eq:def} gives $N$ terms $\mathbf s_i\cdot\mathbf s_i=1$ and twice the sum over distinct pairs. There are $N-r$ pairs at distance $r$, so
\begin{equation}
g_N=1+\frac{2D}{N},\qquad D=\sum_{r=1}^{N-1}(N-r)u^r .
\label{eq:sum}
\end{equation}
To evaluate $D$, subtract $uD$ from it. Shifting the index by one in $uD$ gives
\begin{equation}
uD=\sum_{r=1}^{N-1}(N-r)u^{r+1}=\sum_{r=2}^{N}(N-r+1)u^r .
\end{equation}
In the difference, the term $r=1$ has coefficient $N-1$, and every term from $r=2$ to $r=N$ has coefficient $-1$. Hence
\begin{equation}
\begin{aligned}
(1-u)D&=(N-1)u-\sum_{r=2}^{N}u^r
=Nu-\sum_{r=1}^{N}u^r\\
&=Nu-\frac{u(1-u^N)}{1-u}.
\end{aligned}
\end{equation}
Divide by $1-u$ and insert $D$ in Eq.~\eqref{eq:sum}. Since $1+2u/(1-u)=(1+u)/(1-u)$,
\begin{equation}
g_N=\frac{1+u}{1-u}-\frac{2u(1-u^N)}{N(1-u)^2}.
\label{eq:gN}
\end{equation}

Two short chains check the algebra. For $N=1$ the second term is $2u/(1-u)$, which leaves $g_1=1$. For $N=2$, use $1-u^2=(1-u)(1+u)$. The second term becomes $u(1+u)/(1-u)$, and the difference is $1+u$, in agreement with Eq.~\eqref{eq:g2}.

\subsection{The long chain}

At fixed finite $\kappa$ we have $|u|<1$. The last term of Eq.~\eqref{eq:gN} therefore vanishes as $1/N$, and
\begin{equation}
\boxed{\,g=\lim_{N\to\infty}g_N=\frac{1+u}{1-u},\qquad
u=\coth\frac{K}{k_BT}-\frac{k_BT}{K}\,}
\label{eq:g}
\end{equation}
At $K=0$ the value of $u$ is its limit, zero. The same $g$ follows from standing on a dipole deep inside the chain and adding its correlations with itself and with both sides: $1+2\sum_{r\ge1}u^r=1+2u/(1-u)$.

The finite-size term also has a direct reading. A dipole with $k$ others between it and the end misses the contribution
\begin{equation}
\sum_{r=k+1}^{\infty}u^r=\frac{u^{k+1}}{1-u}
\end{equation}
from that side. Summing over $k=0,1,2,\dots$ gives $u/(1-u)^2$ for one end of a long chain. Two ends, shared among $N$ dipoles, give $2u/[N(1-u)^2]$. This is the correction in Eq.~\eqref{eq:gN} without the small term $u^N$.

For the example,
\begin{equation}
g=\frac{1+0.5256}{1-0.5256}=3.216 .
\end{equation}
Direct integration gives the same value. It also gives $g_{10}=2.750$, $g_{50}=3.123$ and $g_{200}=3.193$. Relative to the long-chain value, these are low by 14.5\%, 2.9\% and 0.7\%. A correlation length of only 1.6 sites thus does not make a ten-site chain long enough for an accurate $g$, because the end correction falls as $1/N$ and not exponentially.

Distant neighbours matter too. Keeping just the two nearest ones gives $1+2(0.5256)=2.051$, which is 36\% below $g$. Including distances up to three gives $1+2(0.5256+0.2763+0.1452)=2.894$, still 10\% below.

\section{Limits in temperature and sign}

\subsection{Weak and strong parallel coupling}

For small $|\kappa|$, $(1+u)/(1-u)\simeq1+2u$ and $u\simeq\kappa/3$, so
\begin{equation}
g\simeq1+\frac{2\kappa}{3}.
\end{equation}
At this order only the two nearest neighbours contribute.

For large positive $\kappa$, insert $u\simeq1-1/\kappa$:
\begin{equation}
g\simeq\frac{2-1/\kappa}{1/\kappa}=2\kappa-1 .
\label{eq:strong}
\end{equation}
In this regime $\xi\simeq\kappa$, so $g$ is about twice the correlation length: a dipole carries with it about $\xi$ neighbours on each side. Direct integration gives $g=15.0000$ at $\kappa=8$ and $9.0045$ at $\kappa=5$, against 15 and 9 from Eq.~\eqref{eq:strong}. The small excess at $\kappa=5$ comes from $\coth\kappa-1\simeq2e^{-2\kappa}$. Since $dg/du=2/(1-u)^2\simeq2\kappa^2$, it raises $g$ by $4\kappa^2e^{-2\kappa}=0.0045$.

The limits of long chain and strong coupling cannot be exchanged. If $\kappa\to\infty$ at fixed $N$, every pair correlation tends to one, and $g_N\to N$. If $N\to\infty$ first, Eq.~\eqref{eq:g} holds and then grows as $2\kappa$. The condition for using $g$ follows from the ratio of the end correction to $g$. With $u^N$ neglected, this ratio is
\begin{equation}
\frac{2u}{N(1-u)^2}\,\frac{1-u}{1+u}
=\frac{2u}{N(1-u^2)}\simeq\frac{\kappa}{N}
\qquad(\kappa\gg1).
\end{equation}
The chain must therefore contain many more than $\kappa$ dipoles, and a chain of given length ceases to be long on sufficient cooling.

\subsection{Antiparallel coupling}

Nothing in the derivation required $K>0$. Both terms of $L(\kappa)$ are odd, so reversing $K$ changes $u$ into $-u$. The correlations become $(-1)^r|u|^r$, and
\begin{equation}
g(-\kappa)=\frac{1-u(\kappa)}{1+u(\kappa)}=\frac{1}{g(\kappa)} .
\end{equation}
For the example with reversed coupling, $g=0.3109=1/3.216$. Neighbours now cancel much of each other's moment. The reciprocal relation belongs to the long chain: for two dipoles the values are $1+u$ and $1-u$, whose product is $1-u^2$.

\section{What a weak field measures}

Let a uniform field $E$ along $z$ act on every dipole. It adds $-\mu E M_z$ to the energy and multiplies the Boltzmann weight by $e^{hM_z}$, with $h=\mu E/k_BT$. Denote zero-field averages by a subscript 0. Reversing all dipoles leaves $U$ unchanged, so $\langle M_z\rangle_0=0$, and
\begin{equation}
\langle M_z\rangle
=\frac{\langle M_ze^{hM_z}\rangle_0}{\langle e^{hM_z}\rangle_0}
=h\langle M_z^2\rangle_0+O(h^3).
\end{equation}
The model has no preferred direction in zero field, hence $\langle M_z^2\rangle_0=\langle|\mathbf M|^2\rangle_0/3=Ng_N/3$. The mean moment per dipole is $\mu\langle M_z\rangle/N$, and dividing it by $E$ gives
\begin{equation}
\alpha_N=\frac{\mu^2g_N}{3k_BT}.
\label{eq:alpha}
\end{equation}
The field is taken to zero before the chain is made long. A direct calculation with the field in the Boltzmann weight, for $N=12$ and $h=0.001$, gives $\langle M_z\rangle/(Nh)=0.94236$, equal to $g_{12}/3$ to the digits shown.

In Gaussian units, $1$ D $=10^{-18}$ esu cm and $1$ esu$^2=1$ erg cm. For free dipoles
\begin{equation}
\frac{\mu^2}{3k_BT}
=\frac{(2\times10^{-18})^2}{3(4.1419\times10^{-14})}\ \mathrm{cm^3}
=3.219\times10^{-23}\ \mathrm{cm^3}=32.19\ \text{\AA}^3 .
\end{equation}
Multiplication by $g=3.2163$ gives the $103.53$ \AA$^3$ quoted at the start.

The sign of $K$ also changes the temperature dependence. For strong parallel coupling, $g\simeq2K/k_BT$ and $\alpha\simeq2\mu^2K/[3(k_BT)^2]$, so the polarizability grows as $T^{-2}$ on cooling. For strong antiparallel coupling, $g\simeq k_BT/(2|K|)$ and
\begin{equation}
\alpha\simeq\frac{\mu^2}{3k_BT}\,\frac{k_BT}{2|K|}=\frac{\mu^2}{6|K|},
\end{equation}
which no longer depends on temperature. Both statements are leading-order results for the long classical chain. They cannot be followed to arbitrarily low temperature: once $k_BT$ falls below the librational quantum, zero-point motion keeps neighbours from aligning further and the classical $u$ no longer applies.

The field in Eq.~\eqref{eq:alpha} is the one that acts on the dipoles. In a dense dielectric it differs in general from the macroscopic field. To obtain a permittivity from $g$, one must also specify the surroundings of the chain, the correlations between chains and the electronic polarizability. The present model contains none of these.

\section{Changing the space of directions or the coupling}

\subsection{Dipoles confined to a plane}

Suppose each dipole can turn only in one common plane. The measure is then $d\phi$, with $\phi$ the angle between neighbours, and the bond integrals are modified Bessel functions:
\begin{equation}
\int_0^{2\pi}e^{\kappa\cos\phi}d\phi=2\pi I_0(\kappa),\qquad
u=\frac{I_1(\kappa)}{I_0(\kappa)} .
\end{equation}
The transverse mean still vanishes, now because $\phi$ and $-\phi$ have equal weight. Equations~\eqref{eq:decay} and \eqref{eq:g} keep their form in terms of $u$. At the same $\kappa=1.9341$, $u=0.6866$ and $g=5.383$, compared with $3.216$ on the sphere. The Langevin function thus belongs to the spherical measure, while $(1+u)/(1-u)$ needs only a mean neighbour of the form $u\,\mathbf s$ and a bond normalization independent of $\mathbf s$.

\subsection{Point dipoles along a line}

The electrostatic interaction of point dipoles violates both requirements. To stay close to the model above, keep only the interaction between nearest neighbours. The weaker interactions at distances $2a,3a,\dots$ are left out, so the results below belong to this truncated chain. For neighbours at distance $a$ along $z$, the bond weight is
\begin{equation}
\exp\left[\lambda(2s_zs'_z-s_xs'_x-s_ys'_y)\right],
\qquad\lambda=\frac{\mu^2}{a^3k_BT}.
\end{equation}
Longitudinal components tend to align and transverse ones to oppose each other, so no single factor $u$ describes the transfer of orientation.

Weak coupling shows the consequence. With $\langle s_z^2\rangle=\langle s_x^2\rangle=\langle s_y^2\rangle=1/3$ for free dipoles, the neighbour cosine $c=\langle\mathbf s\cdot\mathbf s'\rangle$ is, to first order, $\lambda(2-1-1)/9=0$. Its second-order terms contain an odd power of some dipole component and vanish as well. At distance two, each component passes through two bonds, and its coupling coefficient is squared:
\begin{equation}
\langle\mathbf s_i\cdot\mathbf s_{i+2}\rangle
\simeq\frac{\lambda^2(4+1+1)}{27}=\frac{2\lambda^2}{9},
\qquad g\simeq1+\frac{4\lambda^2}{9}.
\end{equation}
In this truncated chain, second neighbours are correlated at an order at which first neighbours have zero mean cosine. This zero is a result of the truncation. With the interaction at distance $2a$ restored, first neighbours are also linked through a third dipole on either side, which gives $c\simeq2\cdot\frac18\cdot\frac{2\lambda^2}{9}=\lambda^2/18$. With all distances kept, the same counting gives $g-1\simeq\frac29\left[4\zeta(3)^2-2\zeta(6)\right]\lambda^2=0.83\lambda^2$ in place of $4\lambda^2/9$. We return to the truncated chain. Substituting $c$ for $u$ in Eq.~\eqref{eq:g} misses this term. At $\lambda=1$, beyond the range of the expansion, direct integration gives $c=0.112$ and $g=2.194$, whereas $(1+c)/(1-c)=1.252$. For such a chain the longitudinal and transverse fluctuations must be treated separately. The numerical output lists these values with those of the isotropic chain.

\section*{Table of computed values}
\begin{verbatim}
dipole moment mu = 2.0 D
temperature T = 300 K
coupling K = 0.050 eV
coupling K = 8.0109e-14 erg
thermal energy k_B T = 4.1419e-14 erg
kappa = K/(k_B T) = 1.9341 (dimensionless)
u = L(kappa) = 0.5256 (dimensionless)
correlation length -1/ln u = 1.555 sites
direct <s_i.s_(i+r)>, r = 1: 0.5256 (dimensionless)
direct <s_i.s_(i+r)>, r = 2: 0.2763 (dimensionless)
direct <s_i.s_(i+r)>, r = 3: 0.1452 (dimensionless)
direct <s_i.s_(i+r)>, r = 5: 0.0401 (dimensionless)
g from formula, long chain = 3.2163 (dimensionless)
g from direct integration = 3.2163 (dimensionless)
direct g_N, N = 2: 1.5256 (dimensionless)
direct g_N, N = 10: 2.7498 (dimensionless)
direct g_N, N = 50: 3.1228 (dimensionless)
direct g_N, N = 200: 3.1929 (dimensionless)
direct g with K reversed = 0.3109 (dimensionless)
polarizability per free dipole = 32.19 angstrom^3
polarizability per chain dipole = 103.53 angstrom^3
field test: N = 12, mu E/(k_B T) = 0.001
field test: response <M_z>/(N mu E/k_B T) = 0.94236
field test: g_N/3 = 0.94236
table: kappa, u, direct g (all dimensionless)
  0.5  0.1640  1.3922
  1.0  0.3130  1.9114
  2.0  0.5373  3.3226
  5.0  0.8001  9.0045
  8.0  0.8750  15.0000
planar dipoles, same kappa: u = 0.6866, g = 5.3826
point-dipole chain: mu^2/(a^3 k_B T) = 1.0
point-dipole chain: neighbour cosine c = 0.1119
point-dipole chain: direct g = 2.1937
point-dipole chain: (1+c)/(1-c) = 1.2521
\end{verbatim}
